# Why the zero-momentum exchange correction cancels in periodic CIS optical gaps

**Q.** I have two periodic CIS calculations for the same insulator on the same k mesh. Their optical gaps agree, but their band gaps and exciton binding energies do not. I am told that they treat "the exchange divergence" differently. What diverges?

**A.** One term in a sum. Take a closed-shell insulator with $N_k$ mesh points and cell volume $\Omega$. The mesh is equivalent to a supercell of volume $V=N_k\Omega$, over which I normalize the orbitals $\phi_{n\mathbf k}$. I use Hartree atomic units. Define the pair density

$$\rho_{mn}(\mathbf k,\mathbf k';\mathbf G)=\int_V \phi^*_{m\mathbf k}\,e^{i(\mathbf k-\mathbf k'+\mathbf G)\cdot\mathbf r}\,\phi_{n\mathbf k'}\,d^3r .$$

With $\mathbf q=\mathbf k-\mathbf k'$ and $v(\mathbf q)=4\pi/q^2$, the Hartree-Fock exchange matrix is

$$K_{mn}(\mathbf k)=-\frac1V\sum_{\mathbf k'}\sum_{j}^{\rm occ}\sum_{\mathbf G}v(\mathbf q+\mathbf G)\,\rho_{mj}(\mathbf k,\mathbf k';\mathbf G)\,\rho^*_{nj}(\mathbf k,\mathbf k';\mathbf G).$$

At $\mathbf k'=\mathbf k$, $\mathbf G=0$ the factor $v$ is infinite. In an infinite crystal the sum is an integral and the singularity is integrable, but a mesh that lands on the point needs a finite substitute. Call it $h=v(0)/V$, an energy. One calculation may omit the term, $h=0$, and the other may use a correction, $h>0$. I assume for now that all other terms are the same.

**Q.** What does $h$ do to the band energies?

**A.** At $\mathbf k'=\mathbf k$, $\mathbf G=0$ the exponential in the pair density is 1, so orthonormality gives $\rho_{mn}=\delta_{mn}$. The contribution to the exchange matrix is

$$-h\sum_j^{\rm occ}\delta_{mj}\delta_{nj}=\begin{cases}-h, & m=n\ \text{occupied}\\ 0, & \text{otherwise.}\end{cases}$$

The Fock operator therefore changes from $F_0$ to $F_0-hP$, where $P$ projects on the occupied orbitals. At self-consistency $P$ commutes with $F_0$, and hence also with $F_0-hP$. The old orbitals still solve the new equations. For $h>0$ the occupied levels move down, so the same orbitals stay occupied:

$$\varepsilon_i\to\varepsilon_i-h,\qquad \varepsilon_a\to\varepsilon_a,\qquad E_{\rm gap}\to E_{\rm gap}+h .$$

Here $i,j$ are occupied and $a,b$ virtual.

**Q.** Then why does the optical gap not rise by $h$ as well?

**A.** Because the electron-hole attraction contains the same undefined element. For singlet excitations with zero total momentum the CIS matrix is

$$A_{ia\mathbf k,jb\mathbf k'}=(\varepsilon_{a\mathbf k}-\varepsilon_{i\mathbf k})\,\delta_{ij}\delta_{ab}\delta_{\mathbf k\mathbf k'}+R-D,$$

$$D=\frac1V\sum_{\mathbf G}v(\mathbf q+\mathbf G)\,\rho_{ab}(\mathbf k,\mathbf k';\mathbf G)\,\rho^*_{ij}(\mathbf k,\mathbf k';\mathbf G).$$

$D$ is the direct attraction. $R$ is the electron-hole exchange,

$$R=\frac2V\sum_{\mathbf G\ne0}v(\mathbf G)\,\rho_{ai}(\mathbf k,\mathbf k;\mathbf G)\,\rho^*_{bj}(\mathbf k',\mathbf k';\mathbf G).$$

Its $\mathbf G=0$ part concerns the macroscopic field of the exciton, a separate question; I leave it out in both calculations, so $R$ does not contain $h$.

In $D$, the element at $\mathbf k=\mathbf k'$, $\mathbf G=0$ is $h\,\delta_{ab}\delta_{ij}\delta_{\mathbf k\mathbf k'}$, again by orthonormality. The total change of the matrix is

$$\Delta A=\underbrace{h\,\delta_{ij}\delta_{ab}\delta_{\mathbf k\mathbf k'}}_{\text{occupied levels lowered}}-\underbrace{h\,\delta_{ij}\delta_{ab}\delta_{\mathbf k\mathbf k'}}_{\text{attraction strengthened}}=0 .$$

The whole matrix is unchanged, and with it every CIS energy and eigenvector, on any mesh. Keeping only some of the bands does not spoil this, because both changes are diagonal. The binding energy, band gap minus optical gap, must then rise by $h$.

**Q.** If $h$ is arbitrary, which band gap should I believe?

**A.** The one whose $h$ makes the mesh sum imitate the integral. Let $\mathbf Q=\mathbf q+\mathbf G$ run over the supercell's reciprocal vectors, and compare a Gaussian-damped Coulomb integral with its sum, the zero point left out:

$$M(\alpha)=\int\!\frac{d^3q}{(2\pi)^3}\frac{4\pi e^{-\alpha q^2}}{q^2}-\frac1V\sum_{\mathbf Q\neq0}\frac{4\pi e^{-\alpha Q^2}}{Q^2},\qquad \xi=\lim_{\alpha\to0}M(\alpha).$$

The constant $\xi$ is the Madelung constant of the supercell, written as an energy. Differentiation removes the $1/q^2$:

$$\frac{dM}{d\alpha}=-4\pi\left[\int\!\frac{d^3q}{(2\pi)^3}e^{-\alpha q^2}-\frac1V\sum_{\mathbf Q\ne0}e^{-\alpha Q^2}\right]\simeq-\frac{4\pi}{V}.$$

With the zero point restored, sum and integral of a Gaussian agree up to exponentially small terms when the supercell is much wider than $\sqrt\alpha$; the missing point contributes the $1/V$. Hence $M(\alpha)\simeq\xi-4\pi\alpha/V$.

Now take an exchange sum with weight $f(\mathbf Q)$ in place of the Gaussian, and split $f=f(0)e^{-\alpha Q^2}+\text{rest}$. The first part misses $f(0)\,\xi$ plus a term of order $1/V$. The rest vanishes at $\mathbf Q=0$. Its linear part cancels between $\mathbf Q$ and $-\mathbf Q$, and its quadratic part makes $v$ times the rest finite, so its missing point also costs order $1/V$.

For an occupied level $f(0)=1$, and for a virtual level $f(0)=0$. To leading order, omission therefore puts occupied levels too high by $\xi$, and $h=\xi$ repairs this. The cubic supercells used below have $\xi>0$. For an $a\times a\times c$ supercell $\xi$ turns negative once $c/a$ exceeds about 3.7 or $a/c$ exceeds about 4.2, and omission then puts the occupied levels too low.

**Q.** How fast does $\xi$ disappear as I refine the mesh?

**A.** Slowly. For a supercell of fixed shape and edge $L$, put $\mathbf Q=\mathbf s/L$ and $\alpha=\beta L^2$. Both parts of $M$ then become $1/L$ times a function of $\beta$, so $\xi=C/L\propto N_k^{-1/3}$. For a simple cubic supercell, Ewald summation gives $C=2.8373$. Halving the error takes eight times as many k points.

**Q.** With omission, then, is my optical gap equally far from convergence?

**A.** No, provided that the exciton fits into the supercell. For a normalized exciton with amplitudes $X_{ia\mathbf k}$ that vary smoothly from one mesh point to the next, the mean attraction is a sum of the same type. Its weight at $\mathbf Q=0$ is $f(0)=\sum|X_{ia\mathbf k}|^2=1$. Omission makes the attraction too weak by $\xi$ and the gap too small by $\xi$, and the two errors cancel.

In real space, the supercell interaction without its zero-momentum term is, near the origin,

$$\psi(r)=\frac1r-\xi+\frac{2\pi r^2}{3V}+\dots$$

for a cubic supercell. The constant is $-\xi$ because $\psi-1/r$ is the punctured sum minus the integral. The quadratic term comes from the uniform background that makes the average zero: it requires $\nabla^2(\psi-1/r)=4\pi/V$. An electron and a hole at distance $r$ then have the energy

$$(E_{\rm gap}-\xi)-\left(\frac1r-\xi\right)=E_{\rm gap}-\frac1r ,$$

up to terms of order $1/V$. A neutral pair does not feel a constant added to the interaction.

Independence of $h$ is not itself evidence of convergence. If the exciton is as wide as the supercell, $h$ still cancels, but the optical gap can be wrong.

**Q.** Can you show me this in numbers?

**A.** Take a model crystal: simple cubic, $a=6$ bohr, two electrons per cell, a uniform neutralizing background, and the potential $-V_0(\cos bx+\cos by+\cos bz)$ with $b=2\pi/a$ and $V_0=0.8$ hartree. The meshes are centred on the zone corner. Each k point has the same 32 reciprocal vectors, those nearest the corner, and CIS uses the occupied band and the three lowest virtual bands. These choices define the model; they are not a converged basis. With 56 plane waves on the $3^3$ mesh, the corner gap falls by 0.014 hartree and the optical gap by 0.022. I iterated Hartree-Fock to self-consistency for each $h$ and diagonalized the full CIS matrix.

On the $3\times3\times3$ mesh $L=18$ bohr, so $\xi=2.8373/18=0.1576$ hartree. At the zone corner, going from $h=0$ to $h=\xi$ moves the occupied level from $-1.1264$ to $-1.2840$ hartree. The lowest virtual level stays at $-0.2474$ hartree.

The next table gives energies in hartree. The gap is the direct gap at the zone corner, the centre of all three meshes, and the binding energy is measured from it.

| Mesh | $h$ | Gap | Optical | Binding |
|---|---|---|---|---|
| $3^3$ | 0 | 0.87897 | 0.74748 | 0.13149 |
| $3^3$ | $\xi$ | 1.03659 | 0.74748 | 0.28911 |
| $5^3$ | 0 | 0.93916 | 0.75217 | 0.18699 |
| $5^3$ | $\xi$ | 1.03373 | 0.75217 | 0.28156 |
| $7^3$ | 0 | 0.96560 | 0.75270 | 0.21290 |
| $7^3$ | $\xi$ | 1.03315 | 0.75270 | 0.28045 |

On each mesh the optical gap is the same for both treatments. From $5^3$ to $7^3$ the gap with omission still rises by 0.0264 hartree, while the gap with $h=\xi$ falls by 0.0006 and the optical gap rises by 0.0005.

On the finest mesh the optical gap is 20.48 eV. The binding energy is 5.79 eV with omission and 7.63 eV with $h=\xi$. The smallest direct gap there lies about 0.003 hartree below the corner gap, so a binding energy measured from it would be smaller by that amount. This small offset depends on the basis: with 56 plane waves on the $3^3$ mesh the smallest direct gap is at the corner. The fundamental gap of the model is indirect and smaller still, by 0.006 hartree on the $3^3$ mesh, but for excitations with zero total momentum the direct gap is the reference.

**Q.** Could I rescue the uncorrected gaps by extrapolation?

**A.** Yes, if the $1/L$ term dominates. With $N$ points per direction, write $E(N)=E_\infty-c/N$. Then $N E(N)=N E_\infty-c$, and subtracting two meshes removes $c$:

$$E_\infty=\frac{7E(7)-5E(5)}{2}=\frac{7(0.96560)-5(0.93916)}{2}=1.0317\ \text{hartree}.$$

This is 0.0015 hartree below the $7^3$ gap with $h=\xi$. The uncorrected $7^3$ gap is 0.0676 hartree below it.

**Q.** When would the optical gap notice the treatment after all?

**A.** First, when the two steps use different values. With $h=\xi$ in Hartree-Fock but $h=0$ in $D$, nothing compensates the lowered occupied levels, and every CIS energy is too high by $\xi$. In the model the optical gap becomes $0.7475+0.1576=0.9051$ hartree on the $3^3$ mesh and 0.8468 on the $5^3$ mesh. A strong $1/L$ drift of an optical gap is a reason to look for this mismatch.

Second, when the treatment changes more than one term. Suppose the Coulomb interaction is cut off at a radius $R_c$ in the Hartree-Fock exchange and in $D$, while the Hartree term and $R$ keep the full interaction. This gives $v(q)=4\pi[1-\cos(qR_c)]/q^2$, which is finite at $q=0$ but altered at other $q$ too. There the pair densities are not Kronecker deltas, and the proof does not apply. With a sphere of volume $V$, the optical gap differs from the value in the table by $-0.0030$ hartree on the $3^3$ mesh and by $+0.0005$ on the $5^3$ mesh: close, but not identical.

Third, with fractional occupations $n$, which I first hold fixed. The level difference then changes by $h(n_i-n_a)$ instead of $h$, and the closed-shell $D$ used here no longer matches it. The mismatch is again one of consistency: in the linear response of the fractionally occupied state, the direct term carries the same factor $n_i-n_a$, and $h$ cancels. If the occupations instead follow the levels through a smearing function, as is usual for a metal, $h$ changes the occupations too, and the cancellation is no longer exact.

**Q.** My real interest is the Bethe-Salpeter equation with a screened attraction. Does the argument carry over?

**A.** It does for a static version: quasiparticle levels from static screened exchange plus a Coulomb hole (COHSEX), and a Bethe-Salpeter matrix without coupling to de-excitations. Let $h_W$ be the value given to the $\mathbf q=0$, $\mathbf G=\mathbf G'=0$ element of the screened interaction $W$, divided by $V$, with the rest of $W$ held fixed. Screened exchange lowers occupied levels by $h_W$. The Coulomb-hole term, half of $W-v$ at coinciding points, shifts all levels by the same $(h_W-h)/2$ and leaves the gap alone. The gap rises by $h_W$, the direct term contributes $-h_W$, and the sum is zero.

With a frequency-dependent self-energy and a static attraction, the two contributions no longer come from the same expression, and this proof does not guarantee their cancellation.
